# Why T2 = 2 T1 is not the triplet coherence limit

## Definitions and conventions

A spin triplet has the levels $|{+1}\rangle$, $|0\rangle$ and $|{-1}\rangle$, with populations $p_+$, $p_0$ and $p_-$. A zero-field splitting and a magnetic field along its axis give the three transitions different frequencies, except at particular fields where two of them coincide. Fluctuations of the surroundings cause jumps between the levels:

- $\Omega$ is the single-quantum rate, in each direction, of $0\leftrightarrow +1$ and also of $0\leftrightarrow -1$.
- $\gamma$ is the double-quantum rate, in each direction, of $+1\leftrightarrow -1$.

Equal rates up and down require $hf\ll kT$. At $f=3$ GHz and 300 K, $hf/kT=4.8\times10^{-4}$, so the two directions differ by about 0.05 %.

$T_1$ denotes the decay time of $p_0$ towards $1/3$. $T_2$ denotes the decay time of the magnitude of the coherence $\rho_{+0}$, the density-matrix element between $|{+1}\rangle$ and $|0\rangle$. The relaxation is Markovian. Unless stated otherwise, the transition frequencies are much larger than the relaxation rates and also differ from one another by much more than these rates.

## The belief and its origin

The belief is that relaxation limits the coherence to $T_2\le 2T_1$, so that one need only measure how $|0\rangle$ relaxes and double the time. It tempts because an experiment may drive just $|0\rangle$ and $|{+1}\rangle$, which look like a two-level system, and for a true two-level system under the conditions above the rule is correct.

To see what the rule rests on, we need the decay rate of a coherence in general. The Lindblad equation with jump operators $L_k$ is

$$\dot\rho=-\frac{i}{\hbar}[H,\rho]+\sum_k\left(L_k\rho L_k^\dagger-\tfrac12L_k^\dagger L_k\rho-\tfrac12\rho L_k^\dagger L_k\right).$$

In the equation for $\rho_{ij}$, terms containing other matrix elements oscillate at other frequencies and average out when the lines are resolved. The terms proportional to $\rho_{ij}$ itself remain. The relaxation part contributes the coefficient

$$\sum_k\left[L_{k,ii}L_{k,jj}^*-\tfrac12(L_k^\dagger L_k)_{ii}-\tfrac12(L_k^\dagger L_k)_{jj}\right].$$

The rate of jumps from $i$ to $b$ is $\sum_k|L_{k,bi}|^2$. Separating $b=i$ from the rest gives

$$\sum_k(L_k^\dagger L_k)_{ii}=\sum_k|L_{k,ii}|^2+G_i,\qquad G_i=\sum_{b\ne i}\sum_k|L_{k,bi}|^2,$$

where $G_i$ is the total rate of leaving level $i$. The decay rate $R_{ij}$ is minus the real part of the coefficient; the imaginary part only shifts the frequency. With $|a-b|^2=|a|^2+|b|^2-2\,\mathrm{Re}(ab^*)$,

$$R_{ij}=\frac{G_i+G_j}{2}+\frac12\sum_k|L_{k,ii}-L_{k,jj}|^2 .$$

The last term is pure dephasing: noise that shifts the two levels differently without causing jumps. It cannot be negative, so $R_{ij}\ge(G_i+G_j)/2$, with equality when pure dephasing is absent.

Now take two levels, with rate $w_1$ for leaving level 1 and $w_2$ for leaving level 2. Since $p_2=1-p_1$,

$$\dot p_1=-w_1p_1+w_2(1-p_1)=-(w_1+w_2)p_1+w_2 .$$

The population decays at $1/T_1=w_1+w_2$, while the coherence decays at no less than $(w_1+w_2)/2$. Hence $T_2\le2T_1$. For $w_1=w_2=100\ \mathrm{s^{-1}}$ the two rates are 200 and 100 $\mathrm{s^{-1}}$. The rule works because, with two levels, the sum of the exit rates is also the population decay rate.

## What changes with a third level

Level $|0\rangle$ loses population at $2\Omega$ and gains from both neighbours:

$$\dot p_0=-2\Omega p_0+\Omega(p_++p_-).$$

Inserting $p_++p_-=1-p_0$ gives

$$\dot p_0=-3\Omega p_0+\Omega=-3\Omega\left(p_0-\tfrac13\right),\qquad T_1=\frac1{3\Omega}.$$

The rate $\gamma$ is absent, because a jump between $|{+1}\rangle$ and $|{-1}\rangle$ leaves $p_0$ unchanged. It appears in the other two equations:

$$\dot p_+=-(\Omega+\gamma)p_++\Omega p_0+\gamma p_-,$$
$$\dot p_-=-(\Omega+\gamma)p_-+\Omega p_0+\gamma p_+.$$

On subtraction the terms in $\Omega p_0$ cancel, and the gain terms give $-\gamma(p_+-p_-)$:

$$\frac{d}{dt}(p_+-p_-)=-(\Omega+2\gamma)(p_+-p_-).$$

There are thus two population decay rates, $3\Omega$ and $\Omega+2\gamma$.

The coherence depends on something else, the exits from its own two levels. These are

$$G_0=2\Omega,\qquad G_+=G_-=\Omega+\gamma .$$

The general law then gives

$$R_{+0}\ge\frac{2\Omega+\Omega+\gamma}{2}=\frac{3\Omega+\gamma}{2},\qquad T_2\le T_{2,\max}=\frac{2}{3\Omega+\gamma}.$$

The same limit holds for the coherence between $|0\rangle$ and $|{-1}\rangle$. A double-quantum jump out of $|{+1}\rangle$ is invisible in $p_0$, but it destroys the phase relation between $|{+1}\rangle$ and $|0\rangle$. Comparing with the old rule,

$$\frac{T_{2,\max}}{2T_1}=\frac{2/(3\Omega+\gamma)}{2/(3\Omega)}=\frac{3\Omega}{3\Omega+\gamma}.$$

The two limits agree when $\gamma=0$. The ratio never exceeds one, so for $\rho_{+0}$ the inequality $T_2\le2T_1$ remains true; what fails is the idea that $2T_1$ can be reached. When $\gamma>3\Omega$ this ratio is below one half, so the coherence cannot live even as long as $T_1$.

The double-quantum coherence, between $|{+1}\rangle$ and $|{-1}\rangle$, has a different limit:

$$R_{+-}\ge\frac{G_++G_-}{2}=\Omega+\gamma,\qquad T_2^{\mathrm{DQ}}\le\frac1{\Omega+\gamma}.$$

This exceeds $2T_1=2/(3\Omega)$ if $3\Omega>2\Omega+2\gamma$, that is, if $\gamma<\Omega/2$. Taken as the relaxation limit, $2T_1$ is therefore too long for the single-quantum coherence whenever $\gamma>0$, and too short for the double-quantum coherence when $\gamma<\Omega/2$.

Nor does the other population time rescue it. Twice that time is $2/(\Omega+2\gamma)$, which is shorter than $T_{2,\max}$ if $\Omega+2\gamma>3\Omega+\gamma$, or $\gamma>2\Omega$. A coherence may then outlive the supposed bound.

## Numbers

Take the round model value $\Omega=100\ \mathrm{s^{-1}}$, so that $T_1=1/300$ s $=3.333$ ms and $2T_1=6.667$ ms. The limits, in milliseconds, are:

| $\gamma$ ($\mathrm{s^{-1}}$) | $T_{2,\max}$ | $1/(\Omega+\gamma)$ | $2/(\Omega+2\gamma)$ |
|---|---|---|---|
| 0 | 6.667 | 10.000 | 20.000 |
| 20 | 6.250 | 8.333 | 14.286 |
| 400 | 2.857 | 2.000 | 2.222 |

For $\gamma=400\ \mathrm{s^{-1}}$ the single-quantum decay rate is $(300+400)/2=350\ \mathrm{s^{-1}}$. Its inverse, 2.857 ms, is 43 % of $2T_1$ and shorter than $T_1$. It is nevertheless longer than the 2.222 ms obtained by doubling the other population time. For $\gamma=20\ \mathrm{s^{-1}}$ the double-quantum limit, 8.333 ms, lies above $2T_1$.

Two population measurements supply what the limit needs. Started in $|0\rangle$, the system has after 2 ms

$$p_0=\tfrac13+\tfrac23e^{-300\times0.002}=0.699 .$$

Started in $|{+1}\rangle$, it has $p_+-p_-=e^{-900\times0.002}=0.165$. The decay rates 300 and 900 $\mathrm{s^{-1}}$ give $\Omega=300/3=100\ \mathrm{s^{-1}}$ and $\gamma=(900-100)/2=400\ \mathrm{s^{-1}}$. The first measurement alone could not have revealed $\gamma$.

The error matters when dephasing is inferred. Add pure dephasing at 50 $\mathrm{s^{-1}}$: the total decay rate becomes $350+50=400\ \mathrm{s^{-1}}$ and $T_2=2.5$ ms. Subtracting the correct relaxation rate, $1/T_{2,\max}=350\ \mathrm{s^{-1}}$, returns 50 $\mathrm{s^{-1}}$. Subtracting $1/(2T_1)=150\ \mathrm{s^{-1}}$ leaves 250 $\mathrm{s^{-1}}$, five times too much, and blames pure dephasing for what double-quantum jumps have done.

## Why an echo does not recover the loss

A $\pi/2$ pulse on the pair $|0\rangle$, $|{+1}\rangle$ creates the coherence, and a second one converts it into population. Let the last pulse rotate the pair by $\pm\pi/2$ about the $x$ axis. The population of $|0\rangle$ after it is

$$p_0^{(\pm)}=\tfrac12(\rho_{00}+\rho_{++})\pm\mathrm{Im}\,\rho_{+0}.$$

The signal $p_0^{(-)}-p_0^{(+)}=-2\,\mathrm{Im}\,\rho_{+0}$ is free of the populations, and hence of their leakage into $|{-1}\rangle$. It starts at 1, since the first pulse, by $+\pi/2$, turns $|0\rangle$ into a state with $\rho_{+0}=-i/2$.

Suppose that the transition has a static detuning $\delta$, Gaussian over repeated runs with mean zero and standard deviation $\sigma=1000$ rad/s. Averaging $\cos\delta t$ gives $e^{-\sigma^2t^2/2}$. For $\gamma=400\ \mathrm{s^{-1}}$ and $t=2$ ms, the signal without an echo is

$$e^{-2}\,e^{-350\times0.002}=0.067 .$$

A $\pi$ pulse exchanges $\rho_{+0}$ with $\rho_{0+}$. This reverses the sign of the phase accumulated from $\delta$, but both elements decay at the same rate $R_{+0}$. Numerical propagation of the density matrix with eight ideal $\pi$ pulses, spaced by $t/8$ with a half interval $t/16$ before the first and after the last, gives 0.497, which is $e^{-0.7}$: the detuning is refocused and the jump loss remains. A lifetime of $2T_1$ would have given $e^{-0.3}=0.741$. This conclusion belongs to Markovian jumps; pulses faster than the correlation time of the noise are outside the model.

## Where the triplet limit itself fails

The derivation dropped the transfer between different coherences, which requires resolved lines. Remove the zero-field splitting, so that the levels are equally spaced, and set $\gamma=0$. Let white noise couple through $L_1=\sqrt\Omega\,S_x$ and $L_2=\sqrt\Omega\,S_y$, with dimensionless spin operators. Each operator has $|\langle0|S_{x,y}|{\pm1}\rangle|^2=1/2$, so together they produce the rate $\Omega$.

Now $\rho_{+0}$ and $\rho_{0-}$ oscillate at the same frequency, and one feeds the other with the coefficient

$$\sum_kL_{k,0+}L_{k,-0}^*=\Omega\left(\tfrac12+\tfrac12\right)=\Omega .$$

The reverse coefficient is also $\Omega$. Each coherence still decays at $3\Omega/2$ by itself, so their sum decays at $3\Omega/2-\Omega=\Omega/2$ and their difference at $3\Omega/2+\Omega=5\Omega/2$. For $\Omega=100\ \mathrm{s^{-1}}$ these rates are 50 and 250 $\mathrm{s^{-1}}$.

The transverse spin components $\langle S_x\rangle$ and $\langle S_y\rangle$ contain the sum, and so decay at $\Omega/2$. The longitudinal component $\langle S_z\rangle=p_+-p_-$ decays at $\Omega$. Thus $T_2=2T_1$ returns, provided that $T_1$ now means the decay time of $\langle S_z\rangle$ and $T_2$ that of $\langle S_x\rangle$ and $\langle S_y\rangle$. This $T_2=2/\Omega=20$ ms is three times the resolved-line limit $2/(3\Omega)$. The element $\rho_{+0}$ prepared alone contains both modes: it decays as $\tfrac12\left(e^{-\Omega t/2}+e^{-5\Omega t/2}\right)$, starting at the rate $3\Omega/2$ and reaching $1/e$ after about 9.2 ms.

A second failure occurs when $|{+1}\rangle$ and $|{-1}\rangle$ are degenerate, the zero-field splitting is present, and the noise acts along $x$ alone, $L=\sqrt{2\Omega}\,S_x$. Define

$$|B\rangle=\frac{|{+1}\rangle+|{-1}\rangle}{\sqrt2},\qquad |A\rangle=\frac{|{+1}\rangle-|{-1}\rangle}{\sqrt2}.$$

Then $S_x=|B\rangle\langle0|+|0\rangle\langle B|$. Levels $|0\rangle$ and $|B\rangle$ are each left at rate $2\Omega$, whereas $|A\rangle$ is never left. The coherence of $|0\rangle$ with $|A\rangle$ decays at $(2\Omega+0)/2=\Omega$, and that with $|B\rangle$ at $(2\Omega+2\Omega)/2=2\Omega$: 100 and 200 $\mathrm{s^{-1}}$ here. A field that resolves the lines restores $3\Omega/2=150\ \mathrm{s^{-1}}$ under the same noise.

The formulas in $\Omega$ also assume one rate for both single-quantum transitions. These lie at different frequencies, so noise whose spectrum is not flat gives different rates $\Omega_+$ and $\Omega_-$. The exit-rate law then gives $R_{+0}\ge(2\Omega_++\Omega_-+\gamma)/2$ and $R_{-0}\ge(\Omega_++2\Omega_-+\gamma)/2$. The equation for $p_0$ acquires the term $\tfrac12(\Omega_+-\Omega_-)(p_+-p_-)$, so $p_0$ is no longer a single exponential and does depend on $\gamma$.

If instead $hf$ is comparable with $kT$ while the lines stay resolved, the upward and downward rates differ. The law $R_{ij}\ge(G_i+G_j)/2$ still applies, with the actual exit rates in place of $2\Omega$ and $\Omega+\gamma$.

All numerical values are calculated from the stated model.
